# Yamaguchi's diradical index from spin-projected UHF natural occupations

## The situation and the result

When a bond breaks homolytically, as in H$_2$, its two electrons stop sharing one orbital and settle on separate atoms. A closed-shell restricted determinant cannot describe this. An unrestricted Hartree–Fock (UHF) determinant can, by giving the spin-up and spin-down electrons different spatial orbitals, but it is then no longer a spin eigenfunction: it mixes a singlet with a triplet. Its natural occupations report how far the pair has separated, yet they carry the triplet admixture with them. A measure of diradical character for the singlet needs that admixture removed.

Let the UHF determinant have equal numbers of spin-up and spin-down electrons, and let one pair of orbitals be broken while all others form a closed core. Let $n_H$ and $n_L$ be the larger and smaller natural occupations of the broken pair, and define

$$T=\frac{n_H-n_L}{2}.$$

Yamaguchi's index is

$$y=1-\frac{2T}{1+T^2}=2w_D,$$

where $w_D$ is the weight, in the normalized singlet part of the determinant, of the configuration with both electrons in the weakly occupied natural orbital. The second equality refers to the projected state. It fails for the unprojected determinant, as shown below. It also fails when $T$ is taken from the occupations of a configuration-interaction (CI) function: in a singlet built from the two doubly occupied configurations alone, $n_L=2w_D$ already and $T=1-n_L$, so the formula returns $n_L^2/[1+(1-n_L)^2]$, which is smaller than $n_L$ for $0<n_L<1$.

## Corresponding orbitals

Orbitals are real and normalized. Let $M_{ij}$ be the overlap of the $i$th occupied spin-up orbital with the $j$th occupied spin-down orbital. The singular-value decomposition $M=U\,\mathrm{diag}(T_i)\,V^{\mathsf T}$ supplies one orthogonal rotation for each occupied set. Such rotations change a determinant at most by a sign. The rotated orbitals $a_i$ (spin up) and $b_i$ (spin down) satisfy

$$\langle a_i|a_j\rangle=\langle b_i|b_j\rangle=\delta_{ij},\qquad \langle a_i|b_j\rangle=T_i\,\delta_{ij},\qquad 0\le T_i\le 1.$$

The space spanned by $a_i,b_i$ is therefore orthogonal to that of every other pair. A pair with $T_i=1$ has $a_i=b_i$ and belongs to the closed core. Until the section on two broken pairs, one pair has $T<1$, and its index is dropped.

## Natural orbitals of the broken pair

The pair contributes $\rho=|a\rangle\langle a|+|b\rangle\langle b|$ to the spin-summed density. Acting on the sum and difference of the orbitals,

$$\rho(a+b)=a(1+T)+b(T+1)=(1+T)(a+b),$$
$$\rho(a-b)=a(1-T)+b(T-1)=(1-T)(a-b).$$

Since $\|a\pm b\|^2=2\pm2T$, the normalized natural orbitals and their occupations are

$$\varphi_1=\frac{a+b}{\sqrt{2+2T}},\quad n_H=1+T;\qquad
\varphi_2=\frac{a-b}{\sqrt{2-2T}},\quad n_L=1-T.$$

Half the difference of the occupations is $T$, so the quantity defined from occupations is the overlap $\langle a|b\rangle$.

Adding and subtracting the two definitions gives

$$a=\cos\theta\,\varphi_1+\sin\theta\,\varphi_2,\qquad
b=\cos\theta\,\varphi_1-\sin\theta\,\varphi_2,$$
$$\cos^2\theta=\frac{1+T}{2},\qquad \sin^2\theta=\frac{1-T}{2},\qquad \cos2\theta=T.$$

The angle runs from $0$ for a closed shell to $45^\circ$ for orthogonal $a$ and $b$.

Both ends need care. At $T=1$ the difference $a-b$ vanishes, so the determinant does not define $\varphi_2$; its weight is zero and $y=0$ all the same. At $T=0$ both occupations equal 1, and diagonalizing the density may return any rotation of $\varphi_1,\varphi_2$. The index needs only the occupations and is unaffected, but a configuration weight depends on the rotation. There $\varphi_{1,2}=(a\pm b)/\sqrt2$ must be used, which is the limit of the formulas above.

## Separating singlet and triplet

Write $|pq\rangle=p^\dagger_\uparrow q^\dagger_\downarrow|\text{core}\rangle$: one spin-up electron in $p$ and one spin-down electron in $q$. These states are orthonormal when $p$ and $q$ run over $\varphi_1,\varphi_2$. Inserting the expansions of $a$ and $b$, and keeping the order of the operators,

$$|ab\rangle=\cos^2\theta\,|11\rangle-\sin^2\theta\,|22\rangle
-\sin\theta\cos\theta\,\big(|12\rangle-|21\rangle\big).$$

The minus sign before $|22\rangle$ comes from the opposite signs of $\varphi_2$ in $a$ and $b$.

The spins of the terms follow from the raising operator $S_+$, which turns a down spin into an up spin. The closed core is a singlet, so $S_+$ acts on the pair alone. On $|11\rangle$ it would put two spin-up electrons into $\varphi_1$, which gives zero. The same holds for $|22\rangle$. A state with $M_S=0$ that is annihilated by $S_+$ has $S=0$, so both are singlets.

For the bracket, start from the triplet state $\varphi^\dagger_{1\uparrow}\varphi^\dagger_{2\uparrow}|\text{core}\rangle$ and lower its spin:

$$S_-\,\varphi^\dagger_{1\uparrow}\varphi^\dagger_{2\uparrow}|\text{core}\rangle
=\big(\varphi^\dagger_{1\downarrow}\varphi^\dagger_{2\uparrow}
+\varphi^\dagger_{1\uparrow}\varphi^\dagger_{2\downarrow}\big)|\text{core}\rangle
=|12\rangle-|21\rangle.$$

The last step exchanges two anticommuting operators, which supplies the minus sign. The bracket is thus a triplet with $M_S=0$ and squared norm 2.

The weights of the two spins in the determinant are

$$W_S=\cos^4\theta+\sin^4\theta=\frac{(1+T)^2+(1-T)^2}{4}=\frac{1+T^2}{2},$$
$$W_T=2\sin^2\theta\cos^2\theta=\frac{1-T^2}{2}.$$

They add to one. A triplet has $S(S+1)=2$, so, in units of $\hbar^2$, $\langle S^2\rangle=2W_T=1-T^2$.

## The projected state and the index

Dropping the triplet and dividing by $\sqrt{W_S}$ gives

$$|P\rangle=\frac{(1+T)\,|11\rangle-(1-T)\,|22\rangle}{\sqrt{2(1+T^2)}}.$$

The weight of the doubly excited configuration $|22\rangle$ is

$$w_D=\frac{(1-T)^2}{2(1+T^2)},$$

and doubling it gives

$$2w_D=\frac{1-2T+T^2}{1+T^2}=1-\frac{2T}{1+T^2}=y.$$

The factor two has a direct meaning. In $|P\rangle$ the orbital $\varphi_2$ holds either no electron or two, so its mean occupation is $2w_D$. The one-particle density of $|P\rangle$ has no element between $\varphi_1$ and $\varphi_2$, because moving one electron turns $|11\rangle$ or $|22\rangle$ into a state with one electron in each orbital, which $|P\rangle$ does not contain. Hence $\varphi_1,\varphi_2$ remain natural orbitals, with occupations $2-y$ and $y$.

In the unprojected determinant the weight of $|22\rangle$ is $\sin^4\theta=(1-T)^2/4$. Twice this is $(1-T)^2/2$, which is smaller than $y$ by the factor $W_S$. The UHF occupation $n_L=1-T$ is larger than $y$ for $0<T<1$:

$$y=n_L\,\frac{1-T}{1+T^2}.$$

The triplet part puts one electron in each orbital, which raises the mean occupation of $\varphi_2$. Projection removes that contribution.

## Limits and a reading in localized orbitals

Near the closed shell $n_L$ is small. With $T=1-n_L$,

$$y=\frac{n_L^2}{1+(1-n_L)^2}=\frac{n_L^2}{2}+O(n_L^3).$$

The index starts quadratically, so a weakly broken pair has a much smaller $y$ than $n_L$. Near full separation $T$ is small and

$$y=1-2T+O(T^3).$$

The slope at any $T$ is

$$\frac{dy}{dT}=-\frac{2(1-T^2)}{(1+T^2)^2},$$

which is zero at $T=1$ and negative for $0\le T<1$. The index therefore falls steadily from 1 to 0 as the overlap grows from 0 to 1.

The projected state can also be read in the orthogonal orbitals $l=(\varphi_1+\varphi_2)/\sqrt2$ and $r=(\varphi_1-\varphi_2)/\sqrt2$, which for a symmetric stretched bond sit mainly on the left and right atoms. Let $c_1$ and $-c_2$ be the coefficients of $|11\rangle$ and $|22\rangle$ in $|P\rangle$. Substitution gives

$$|P\rangle=\frac{c_1-c_2}{2}\big(|ll\rangle+|rr\rangle\big)+\frac{c_1+c_2}{2}\big(|lr\rangle+|rl\rangle\big).$$

The first bracket is ionic, with both electrons on one side. Since $c_1-c_2=2T/\sqrt{2(1+T^2)}$, its weight is

$$w_{\text{ion}}=\frac{(c_1-c_2)^2}{2}=\frac{T^2}{1+T^2}.$$

It falls from one half at $T=1$ to zero at $T=0$. A value $y=1$ thus describes one electron in each of $l$ and $r$, coupled to a singlet; for the symmetric stretched bond this means one electron on each side.

## Worked example: stretched H$_2$

The example is H$_2$ in the cc-pVDZ basis with fixed nuclei. The UHF iterations start from the sum and difference of the two lowest restricted (RHF) orbitals, so that the spins begin on different sides. At $R=4.0$ bohr the converged natural occupations are $n_H=1.26106$ and $n_L=0.73894$. Then

$$T=\frac{1.26106-0.73894}{2}=0.26106,\qquad T^2=0.06815,$$
$$y=1-\frac{0.52212}{1.06815}=0.5112.$$

The weights give the same value. With $\sin^2\theta=0.36947$, the doubly excited configuration has weight $0.36947^2=0.13651$ in the determinant. The singlet part has weight $W_S=1.06815/2=0.53408$, so

$$w_D=\frac{0.13651}{0.53408}=0.2556,\qquad 2w_D=0.5112.$$

The triplet makes up 0.466 of the determinant, and $\langle S^2\rangle=0.932\,\hbar^2$. The ionic weight of the projected state is $0.06815/1.06815=0.064$. This is a weight in the orbitals $l$ and $r$, each of which has about 2% of its density beyond the midplane of the bond; the probability of finding both electrons on the same side of that plane is about 0.10. At this distance the electrons are thus mostly on opposite sides, although $y$ is only about one half: the index is a scale for the occupation of $\varphi_2$, not the probability of finding the electrons apart.

Two reference values help to judge $y$. The first, CI2, is twice the weight of $|22\rangle$ in the lowest singlet formed from $|11\rangle$ and $|22\rangle$, with the same $\varphi_1,\varphi_2$ but coefficients chosen to minimize the energy. The second is the second-largest natural occupation of the full CI ground state, obtained by diagonalizing the two-electron Hamiltonian in the whole basis. Full CI is complete within this finite basis; it omits what larger bases, nuclear motion and relativity would add.

| $R$ (bohr) | $T$ | $n_L$ | $y$ | CI2 | full CI |
|---|---|---|---|---|---|
| 1.4 | 1.000 | 0.000 | 0.000 | – | 0.020 |
| 2.0 | 1.000 | 0.000 | 0.000 | – | 0.053 |
| 3.0 | 0.567 | 0.433 | 0.142 | 0.239 | 0.209 |
| 4.0 | 0.261 | 0.739 | 0.511 | 0.533 | 0.500 |
| 5.0 | 0.121 | 0.879 | 0.762 | 0.765 | 0.749 |
| 6.0 | 0.055 | 0.945 | 0.890 | 0.890 | 0.885 |

The full CI column is a like-for-like comparison. The real coefficient matrix of a two-electron singlet is symmetric. Diagonalizing it leaves only doubly occupied configurations with coefficients $c_i$, and the natural occupations are $2c_i^2$. For two electrons, each occupation is therefore twice a configuration weight.

At 1.4 and 2.0 bohr the UHF solution returns to the RHF one and $y$ vanishes, while the correlated occupation does not. A zero index means that this UHF solution is unbroken; it does not mean that correlation is absent. At 3.0 bohr $y$ is 32% below the full CI value, and at 4.0 bohr it is 2% above it. These figures belong to the cc-pVDZ basis and are not converged. In aug-cc-pVTZ, $T$ rises by up to 0.004 and $y$ and CI2 fall by up to 0.003, while the full CI occupation falls by 0.013 at 3.0 bohr, 0.022 at 4.0 bohr, 0.014 at 5.0 bohr and 0.006 at 6.0 bohr; $y$ is then 29% below full CI at 3.0 bohr and 6% above it at 4.0 bohr. The bare UHF occupation $n_L$ exceeds the full CI value at all four distances where the pair is broken.

## Why the index lies below the two-configuration value

The index and CI2 use the same two orbitals and differ only in the coefficients. UHF fixes $T$ before projection, by minimizing the energy of the singlet–triplet mixture. For fixed $\varphi_1,\varphi_2$ let $E_S(T)$ be the energy of $|P\rangle$ and $E_T$ that of the triplet, which does not depend on $T$. The Hamiltonian does not couple different spins, so

$$E_{\text{UHF}}(T)=W_S(T)\,E_S(T)+\big[1-W_S(T)\big]E_T.$$

The UHF energy is stationary under every orbital change, including a change of $T$ alone. With $dW_S/dT=T$,

$$W_S\frac{dE_S}{dT}+T(E_S-E_T)=0
\quad\Longrightarrow\quad
\frac{dE_S}{dT}=\frac{T\,(E_T-E_S)}{W_S}.$$

If the triplet lies above the singlet, this slope is positive: the singlet energy would fall further if $T$ were reduced, that is, if $y$ were increased.

To see that the minimum lies on that side, write $|P\rangle=\cos\alpha\,|11\rangle-\sin\alpha\,|22\rangle$ with $\tan\alpha=(1-T)/(1+T)$. Then

$$E_S=H_{11}\cos^2\alpha+H_{22}\sin^2\alpha-K\sin2\alpha,$$

where $H_{11}$ and $H_{22}$ are the configuration energies and $K>0$ is the exchange integral of $\varphi_1$ and $\varphi_2$. This is a constant plus a sinusoid of period $\pi$. For $H_{22}>H_{11}$ its minimum $\alpha_0$ lies between 0 and $\pi/4$, and the energy is monotonic on either side of it within that range. A decreasing $T$ means an increasing $\alpha$, so the UHF value of $\alpha$ lies below $\alpha_0$, and $y$ lies below CI2.

The conditions hold at 4.0 bohr. The energies are $-1.00142$ hartree for UHF and $-1.01108$ hartree for its singlet part. Since the UHF energy is a weighted mean of $E_S$ and $E_T$ and lies above $E_S$, the triplet lies higher still. The CI2 value below 1 shows that $|11\rangle$ dominates at the minimum, hence $H_{22}>H_{11}$.

Energy is a weak guide to the error in $y$. At 4.0 bohr the CI2 energy is $-1.01114$ hartree, only 0.07 millihartree below the projected one, while the two indices differ by 0.022. Near its minimum the energy changes quadratically with the coefficients, whereas the weight changes linearly. Full CI, at $-1.01240$ hartree, is lower than CI2 by a further 1.26 millihartree.

## Two broken pairs

With several broken pairs, an index $y_i=1-2T_i/(1+T_i^2)$ can be computed for each. If each pair is projected onto its own singlet, the state is an antisymmetrized product of pair functions of the form $|P\rangle$, and the derivation holds for each pair separately. Projecting the total spin alone is a different operation, because two triplet pairs can couple to a total singlet.

For two pairs, the determinant is the product of two singlet–triplet mixtures. Its singlet–singlet part has weight

$$W_{SS}=\frac{(1+T_1^2)(1+T_2^2)}{4}.$$

The products of one singlet and one triplet have total spin 1 and are removed. What remains is $t_0t_0$, where $t_m$ is a pair triplet with $M_S=m$. To find its singlet content, require $S_+$ to annihilate $x\,t_+t_-+u\,t_0t_0+z\,t_-t_+$. With $S_+t_-=\sqrt2\,t_0$, $S_+t_0=\sqrt2\,t_+$ and $S_+t_+=0$,

$$\sqrt2\,\big[(x+u)\,t_+t_0+(u+z)\,t_0t_+\big]=0,$$

so $x=z=-u$. The normalized singlet is $(t_+t_--t_0t_0+t_-t_+)/\sqrt3$, and its squared overlap with $t_0t_0$ is $1/3$. Hence

$$W_{TT}=\frac13\cdot\frac{1-T_1^2}{2}\cdot\frac{1-T_2^2}{2}=\frac{(1-T_1^2)(1-T_2^2)}{12}.$$

In the triplet–triplet part every orbital of both pairs holds one electron. The number operator of an orbital is independent of spin, so it cannot connect a pair singlet with a pair triplet, and there are no cross terms. The mean occupation of the weak orbital of pair $i$ is

$$n_i=\frac{W_{SS}\,y_i+W_{TT}}{W_{SS}+W_{TT}},\qquad
n_i-y_i=\frac{W_{TT}\,(1-y_i)}{W_{SS}+W_{TT}}\ge0.$$

Take $T_1=0.2$ and $T_2=0.6$. Then $W_{SS}=0.3536$, $W_{TT}=0.0512$, $y_1=0.6154$ and $y_2=0.1176$, so that

$$n_1=\frac{0.2176+0.0512}{0.4048}=0.664,\qquad n_2=\frac{0.0416+0.0512}{0.4048}=0.229.$$

The less broken pair is affected more: its occupation nearly doubles. The link to double excitation is also lost. Only the singlet–singlet part contains a doubly occupied weak orbital, so twice that weight is $W_{SS}\,y_i/(W_{SS}+W_{TT})$, or 0.538 and 0.103. These values lie below $y_i$, while the occupations lie above it.

## Implementation

1. Form the spin-summed UHF density matrix $D$ in the atomic-orbital basis with overlap matrix $\mathcal S$, and diagonalize $\mathcal S^{1/2}D\,\mathcal S^{1/2}$. The eigenvalues are the natural occupations.
2. Pair each occupation $1+T_i$ below 2 with its partner $1-T_i$. Their sum must be 2; for equal numbers of up and down spins this follows from the corresponding orbitals. Orbitals with occupation 2 belong to the closed core; they have $y_i=0$ and need no partner.
3. Evaluate $y_i=n_L^2/[1+(1-n_L)^2]$, taking $n_L$, the smaller occupation of the pair, directly from step 1. When $y_i$ is small, this form loses much less accuracy to rounding than $1-2T_i/(1+T_i^2)$, which subtracts two nearly equal numbers.
4. Inspect the other pairs. By the two-pair formula, a weakly broken pair $j$ raises the occupation of the weak orbital of the strongly broken pair 1 in the spin-projected state by about $\tfrac13\,\tau_1\tau_j(1-y_1)$, with $\tau_i=(1-T_i^2)/(1+T_i^2)$, and to leading order such shifts add up. If one pair alone has $T_i$ appreciably below 1 and the sum of these shifts is small, $y$ is close to the occupation of the spin-projected state. If several do, report the $y_i$ as pairwise-projected indices.
5. If every $T_i$ equals 1, test whether a lower, broken UHF solution exists before reading $y=0$ as a property of the molecule at this level.
